# Interface-state density from the slope of gate voltage against surface potential

**Question**

A capacitor consists of a metal gate, a silicon dioxide layer and p-type silicon. Traps at the oxide–silicon interface, called interface states, exchange charge with the silicon. The capacitor is biased in depletion: holes have been pushed away from the silicon surface, and few electrons have gathered there.

The surface potential $\psi$ is the electrostatic potential at the silicon surface relative to the silicon bulk. It is positive when the bands bend downward. The gate voltage $V_g$ is changed so slowly that the interface states stay in equilibrium with the silicon. At one bias point the following are known:

- slope $s=dV_g/d\psi=2.0$;
- oxide capacitance $C_{ox}=0.5\ \mu\mathrm{F/cm^2}$;
- silicon capacitance $C_s=0.2\ \mu\mathrm{F/cm^2}$, which excludes the interface states and belongs to the same $\psi$.

All charges and capacitances are per unit area, and $q$ is the positive elementary charge. The temperature is 300 K, where $kT=25.85$ meV and $v_t=kT/q=25.85$ mV.

## (a) The slope

*Derive $dV_g/d\psi$ in terms of $C_{ox}$, $C_s$ and the interface-state capacitance $C_{it}$.*

**Answer.** The gate voltage is shared between the silicon and the oxide, apart from a constant set by the work functions:

$$V_g=V_0+\psi+\frac{Q_g}{C_{ox}}.$$

Here $Q_g$ is the gate charge. Any fixed charge inside the oxide adds a constant voltage, which is absorbed in $V_0$.

The whole capacitor is neutral. With silicon charge $Q_s$, interface-state charge $Q_{it}$ and fixed charge $Q_f$,

$$Q_g=-Q_s-Q_{it}-Q_f .$$

Raising $\psi$ makes both $Q_s$ and $Q_{it}$ more negative, so positive capacitances are defined with a minus sign:

$$C_s=-\frac{dQ_s}{d\psi},\qquad C_{it}=-\frac{dQ_{it}}{d\psi}.$$

Since $Q_f$ is constant, $dQ_g/d\psi=C_s+C_{it}$. Differentiating the voltage equation then gives

$$\boxed{\frac{dV_g}{d\psi}=1+\frac{C_s+C_{it}}{C_{ox}}}$$

The 1 is the voltage change across the silicon itself. The fraction is the oxide voltage needed to supply the charge. Work function and fixed charge shift the curve of $V_g$ against $\psi$ without changing its slope.

## (b) From capacitance to density of states

*Let $D_{it}$ be the number of interface states per area and per eV, independent of energy near the Fermi level. Show that $C_{it}=qD_{it}$.*

**Answer.** Measure energies in eV from midgap at the surface. The occupation by electrons is

$$f(E)=\frac{1}{1+e^{(E-E_F)/kT}} .$$

Spin degeneracy factors are omitted; for a flat density they would only displace the effective level energies.

An acceptor state goes from neutral to negative when it takes an electron, and a donor state goes from positive to neutral. Both changes are $-q$. Hence, for any mixture of the two,

$$Q_{it}=\text{constant}-q\int D_{it}\,f(E)\,dE .$$

Raising $\psi$ by 1 V lowers the surface levels by 1 eV relative to the Fermi level, so $dE_F/d\psi=1$ eV/V in this scale. Also $\partial f/\partial E_F=-\partial f/\partial E$. Therefore

$$C_{it}=qD_{it}\int\left(-\frac{\partial f}{\partial E}\right)dE
=qD_{it}\,[f(\text{low }E)-f(\text{high }E)]=qD_{it}.$$

The last step takes $f=1$ well below the Fermi level and $f=0$ well above it, so the Fermi level must lie many $kT$ from both band edges.

One factor of $q$ is enough because the density is per eV: $\mathrm{C\,cm^{-2}\,eV^{-1}}$ times 1 eV/V is $\mathrm{F\,cm^{-2}}$. A density per joule would require $q^2$.

## (c) The density

*Find $D_{it}$.*

**Answer.** Subtract 1 from the slope relation and multiply by $C_{ox}$:

$$C_{ox}(s-1)=C_s+C_{it}.$$

Subtracting $C_s$ and dividing by $q$ gives

$$D_{it}=\frac{C_{ox}(s-1)-C_s}{q}.$$

The capacitance is

$$C_{it}=0.5(2.0-1)-0.2=0.3\ \mu\mathrm{F/cm^2},$$

and the density is

$$D_{it}=\frac{0.3\times10^{-6}}{1.602\times10^{-19}}
=1.87\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

To two figures this is $1.9\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$, or $1.9\times10^{16}\ \mathrm{m^{-2}\,eV^{-1}}$.

Of the slope of 2.0, the silicon potential contributes 1, the silicon charge $0.2/0.5=0.4$, and the interface states $0.3/0.5=0.6$. Leaving out $C_s$ would assign the silicon charge to traps and give $3.1\times10^{12}$. Leaving out the 1 would give $5.0\times10^{12}$, in the same unit.

## (d) Limits and sensitivity

*What slopes correspond to no interface states and to very many? How does a 1% error in each datum change $D_{it}$?*

**Answer.** With $C_{it}=0$ the slope is $1+0.2/0.5=1.4$. A smaller slope would give a negative density, so the three data would be inconsistent. For $C_{it}\gg C_{ox}+C_s$, the slope approaches $C_{it}/C_{ox}$ and $d\psi/dV_g$ tends to zero. The gate then charges the traps and hardly moves the surface potential, which is Fermi-level pinning.

For small errors, differentiate $C_{it}=C_{ox}(s-1)-C_s$ and divide by $C_{it}$:

$$\frac{\delta D_{it}}{D_{it}}=
\frac{C_{ox}s}{C_{it}}\frac{\delta s}{s}
+\frac{C_{ox}(s-1)}{C_{it}}\frac{\delta C_{ox}}{C_{ox}}
-\frac{C_s}{C_{it}}\frac{\delta C_s}{C_s}.$$

The coefficients are $1.0/0.3=3.33$, $0.5/0.3=1.67$ and $-0.2/0.3=-0.67$. Increases of 1% in $s$, $C_{ox}$ and $C_s$, taken one at a time, therefore change $D_{it}$ by $+3.3\%$, $+1.7\%$ and $-0.7\%$.

The slope matters most because it sets the whole sum $C_{ox}s=C_{ox}+C_s+C_{it}$, from which $C_{ox}$ and $C_s$ are subtracted to leave $C_{it}$. The remainder shrinks as the interface improves, so the same relative slope error then does more harm.

## (e) Slow and fast capacitances

*Find the capacitance $C_{lf}$ measured slowly, and the capacitance $C_{hf}$ measured so fast that the trap charge is frozen while the holes still follow. Show that the two yield $C_{it}$.*

**Answer.** Rearranging the voltage equation gives $Q_g=C_{ox}(V_g-V_0-\psi)$. In the slow measurement,

$$C_{lf}=\frac{dQ_g}{dV_g}=C_{ox}\left(1-\frac{1}{s}\right)
=0.5\left(1-\frac12\right)=0.25\ \mu\mathrm{F/cm^2}.$$

This relation also supplies the slope in practice: a measured $C_{lf}$ gives $d\psi/dV_g=1-C_{lf}/C_{ox}$.

In the fast measurement $dQ_{it}=0$. Then $dQ_g=C_s\,d\psi$ and $dV_g=(1+C_s/C_{ox})\,d\psi$, so

$$C_{hf}=\frac{C_sC_{ox}}{C_{ox}+C_s}
=\frac{0.2\times0.5}{0.7}=0.143\ \mu\mathrm{F/cm^2}.$$

In both measurements the oxide is in series with whatever responds behind it. Series capacitances add as reciprocals, so the oxide can be removed:

$$C_{it}=\left(\frac1{C_{lf}}-\frac1{C_{ox}}\right)^{-1}
-\left(\frac1{C_{hf}}-\frac1{C_{ox}}\right)^{-1}.$$

The first bracket is $4-2=2$ and the second is $7-2=5$, both in $\mathrm{cm^2/\mu F}$. Hence $C_{it}=0.5-0.2=0.3\ \mu\mathrm{F/cm^2}$, as in (c).

These relations were compared with a numerical solution of Poisson's equation for the silicon, oxide and Fermi-occupied traps together. With $D_{it}=1.872\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$ put in, small changes of $V_g$ gave $s=2.0000$, $C_{lf}=0.2500$ and $C_{hf}=0.1429\ \mu\mathrm{F/cm^2}$. At another bias, with $4.0\times10^{11}$ put in, the slope was 1.488 and the formula of (c) returned $4.0\times10^{11}$.

## (f) The state of the capacitor

*The acceptor density is $N_A=10^{17}\ \mathrm{cm^{-3}}$ and the intrinsic density is $n_i=10^{10}\ \mathrm{cm^{-3}}$. The oxide is 6.91 nm thick, and $W=\epsilon_s/C_s=51.8$ nm, where $\epsilon_s$ is the silicon permittivity. Find $\psi$, the trap energy being probed and the oxide field. Take states below midgap as donors, states above it as acceptors, and $Q_f=0$.*

**Answer.** In depletion, electrons are negligible and the space charge is $\rho=qN_A(e^{-\psi/v_t}-1)$. Let $F=-d\psi/dx$ be the field. Poisson's equation $dF/dx=\rho/\epsilon_s$ becomes, by the chain rule,

$$-F\frac{dF}{d\psi}=\frac{\rho}{\epsilon_s}.$$

Integrate from the bulk, where $F=0$ and $\psi=0$, to the surface:

$$F^2=\frac{2qN_A}{\epsilon_s}\left[\psi-v_t\left(1-e^{-\psi/v_t}\right)\right]
\simeq\frac{2qN_A}{\epsilon_s}(\psi-v_t).$$

The exponential is dropped because $\psi$ will prove to be about $9v_t$. Gauss's law gives $Q_s=-\epsilon_sF$, and differentiation gives

$$C_s=\sqrt{\frac{\epsilon_sqN_A}{2(\psi-v_t)}} .$$

Squaring, solving for $\psi$ and using $\epsilon_s=WC_s$,

$$\psi=v_t+\frac{qN_AW}{2C_s}=0.026+0.207=0.233\ \mathrm V.$$

The intrinsic level is taken to be at midgap; in silicon the two differ by roughly 0.01 eV or less. In the bulk the Fermi level then lies $q\phi_F$ below midgap, with $\phi_F=v_t\ln(N_A/n_i)=0.417$ V. Band bending brings midgap down by $q\psi$ at the surface. The Fermi level there is at $0.2333-0.4167=-0.183$ eV relative to midgap. The measurement therefore probes states about 0.18 eV below midgap.

The silicon charge has magnitude $2C_s(\psi-v_t)=8.3\times10^{-8}\ \mathrm{C/cm^2}$ and is negative. Donors between the Fermi level and midgap are empty and positive, with charge $qD_{it}\times0.183\ \mathrm{eV}=5.5\times10^{-8}\ \mathrm{C/cm^2}$. The gate charge is the difference, $2.8\times10^{-8}\ \mathrm{C/cm^2}$.

The oxide voltage is $2.8\times10^{-8}/(0.5\times10^{-6})=0.056$ V. Over 6.91 nm this is a field of 0.081 MV/cm, far below the rough breakdown scale of 10 MV/cm.

## (g) Is the fast measurement fast enough?

*Suppose $C_s$ is obtained from the capacitance at 1 MHz, or at 10 kHz, on the assumption that the traps are frozen. The traps exchange holes with the valence band. Take a capture cross section $\sigma=10^{-15}\ \mathrm{cm^2}$ and a hole speed $v=10^7$ cm/s, both rough. Find the error in $D_{it}$, with the slope kept at 2.0.*

**Answer.** Let $h=1-f$ be the probability that a level holds a hole, $p$ the surface hole density, $c=\sigma v$, and $e$ the emission rate. Then

$$\frac{dh}{dt}=cp(1-h)-eh .$$

Equilibrium, marked 0, requires $e=cp_0(1-h_0)/h_0$, so $cp_0+e=cp_0/h_0$. A small oscillation $\delta\psi\,e^{i\omega t}$ changes the hole density by $\delta p=-p_0\,\delta\psi/v_t$. The linear part of the rate equation is

$$i\omega\,\delta h=-cp_0(1-h_0)\frac{\delta\psi}{v_t}-\frac{cp_0}{h_0}\delta h .$$

Multiply by $h_0\tau$, where $\tau=1/(cp_0)$, and collect $\delta h$:

$$\delta h=-\frac{h_0(1-h_0)}{1+i\omega\tau h_0}\,\frac{\delta\psi}{v_t}.$$

The charge change is $q\int D_{it}\,\delta h\,dE$. Since $dh_0/dE=h_0(1-h_0)/kT$, the energy integral becomes an integral over $h_0$ from 0 to 1. The complex trap capacitance is

$$\tilde C_{it}=C_{it}\int_0^1\frac{dh_0}{1+i\omega\tau h_0}
=C_{it}\frac{\ln(1+i\omega\tau)}{i\omega\tau}=a-ib,$$

$$a=C_{it}\frac{\arctan\omega\tau}{\omega\tau},\qquad
b=C_{it}\frac{\ln(1+\omega^2\tau^2)}{2\omega\tau}.$$

It tends to $C_{it}$ at low frequency and to zero at high frequency. The part $b$ describes energy loss.

With the oxide in series, the measured capacitance is the real part of $C_{ox}-C_{ox}^2/(C_{ox}+C_s+a-ib)$. Removing the oxide as in (e) gives the apparent silicon capacitance

$$C_s'=C_s+a+\frac{b^2}{C_{ox}+C_s+a}.$$

Here $p_0=N_Ae^{-\psi/v_t}=1.21\times10^{13}\ \mathrm{cm^{-3}}$, so $\tau=8.3\ \mu$s.

At 1 MHz, $\omega\tau=52$, $a=0.0089$ and $b=0.023\ \mu\mathrm{F/cm^2}$. The excess $C_s'-C_s$ is $0.0097\ \mu\mathrm{F/cm^2}$. It is subtracted from the true $0.3$, so $D_{it}$ comes out 3.2% too low.

At 10 kHz, $\omega\tau=0.52$, $a=0.277$ and $b=0.069\ \mu\mathrm{F/cm^2}$. The excess is $0.281\ \mu\mathrm{F/cm^2}$, and $D_{it}$ comes out 94% too low. The traps are nearly all counted as silicon and then subtracted. Both errors depend strongly on the rough value of $\sigma$: at 1 MHz, $10^{-16}\ \mathrm{cm^2}$ would give an error of 0.3%, and $10^{-14}\ \mathrm{cm^2}$ about 30%. They also assume the same $\psi$ everywhere along the interface. A root-mean-square spread of 40 mV would raise the 1 MHz error from 3.2% to about 8%.

The slow sweep gives these traps ample time to follow. At 0.05 V/s, $\psi$ takes about $2.0\times0.02585/0.05=1$ s to move by $v_t$, which is very long compared with $\tau$.

## (h) A varying density and a real interface

*Suppose $D_{it}(E)=D_0\cosh(E/E_0)$ with $E_0=0.15$ eV, a U-shaped density with its minimum at midgap. By how much does $C_{it}/q$ exceed $D_{it}(E_F)$? Then judge the example as a real capacitor.*

**Answer.** From (b), $C_{it}/q$ is the average of $D_{it}(E)$ with weight $-\partial f/\partial E$. Put $E=E_F+\eta$. The weight is even in $\eta$, so the odd part of $\cosh[(E_F+\eta)/E_0]$ cancels:

$$\frac{C_{it}}{qD_{it}(E_F)}=\int\cosh\!\left(\frac{\eta}{E_0}\right)\left(-\frac{\partial f}{\partial\eta}\right)d\eta .$$

By the same evenness, $\cosh$ may be replaced by $e^{\eta/E_0}$. Use $f$ as the variable, with $\eta=kT\ln[(1-f)/f]$ and $r=kT/E_0<1$. With the band edges far away,

$$\int_0^1\left(\frac{1-f}{f}\right)^{r}df=\Gamma(1-r)\Gamma(1+r)=\frac{\pi r}{\sin\pi r}.$$

Here $\pi r=0.541$ and the ratio is 1.051. The measured density is 5.1% above the local one. For $E_0\gg kT$ the ratio tends to 1, which is the flat case.

As a real case, an oxide of about 7 nm on silicon doped to $10^{17}\ \mathrm{cm^{-3}}$ can be made. A density near $2\times10^{12}$ is high: a good hydrogen-annealed interface has roughly $10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$, so the example suits a poor, unpassivated one. Real interfaces break the assumption of a flat density, and the 5.1% above shows the size of that effect for the chosen $E_0$. An error in doping is comparable. If $C_s$ is calculated at the same $\psi$ with $N_A$ taken 10% too high, then $C_s\propto\sqrt{N_A}$ rises by about 5% and $D_{it}$ falls by 3.3%. Randomly placed trap charge also makes $\psi$ uneven, by up to a few tens of millivolts here; the figure depends on the shortest distance over which the unevenness is counted. Averaging $C_s$ over a spread of 18 mV raises it by 0.3%, and over 40 mV by about 1.5%. With rough boron data (level 45 meV above the valence band, degeneracy 4, valence-band effective density of states $2.7\times10^{19}\ \mathrm{cm^{-3}}$), about 7% of the bulk acceptors are neutral. This shifts $C_s$ by only 0.02%, but it lowers $p_0$ in (g) to $1.12\times10^{13}\ \mathrm{cm^{-3}}$, lengthens $\tau$ to 9.0 $\mu$s and changes the 1 MHz error from 3.2% to 3.0%. The bulk hole density is about 0.3% of the effective density of states of the valence band, so Boltzmann statistics suffice. A deliberately high estimate of the direct tunnelling current, with an effective mass of 0.4 electron masses and a 3 eV barrier, is $10^{-22}\ \mathrm{A/cm^2}$. It depends steeply on both values, but even 0.3 electron masses and 2.8 eV keep it below $10^{-16}\ \mathrm{A/cm^2}$, far below the charging current $C_{lf}\,dV_g/dt=1.25\times10^{-8}\ \mathrm{A/cm^2}$ of the slow sweep. Leakage through oxide defects is not included and would have to be checked on the device, because it adds to the small current of the slow measurement.

## Numbers as computed

```
Input slope dVg/dpsi: 2.0 V/V
Input C_ox, C_s: 0.5, 0.2 uF/cm2
Slope without traps: 1.40 V/V
Trap part of slope: 0.60 V/V
C_s + C_it: 0.500 uF/cm2
C_it: 0.300 uF/cm2
Elementary charge: 1.6022e-19 C
D_it: 1.872e+12 /(cm2 eV)
D_it converted: 1.872e+16 /(m2 eV)
Wrong D_it, C_s omitted: 3.12e+12 /(cm2 eV)
Wrong D_it, the 1 omitted: 4.99e+12 /(cm2 eV)
D_it change, slope +1%: 3.33 %
D_it change, C_ox +1%: 1.67 %
D_it change, C_s +1%: -0.67 %
Temperature: 300 K; kT: 25.85 meV
Doping: 1.0e+17 /cm3; n_i: 1.0e+10 /cm3
Oxide thickness: 6.91 nm
Silicon eps/C_s: 51.8 nm
Surface potential: 0.2333 V
Bulk potential phi_F: 0.4167 V
Fermi level from midgap at surface: -0.183 eV
Vg without work-function shift: 0.2892 V
Simulated slope: 2.0000 V/V
Simulated C_lf: 0.2500 uF/cm2
Simulated C_hf, frozen traps: 0.1429 uF/cm2
D_it from simulated slope: 1.872e+12 /(cm2 eV)
D_it from simulated C_lf, C_hf: 1.872e+12 /(cm2 eV)
Second case, input D_it: 4.000e+11 /(cm2 eV)
Second case, slope: 1.4878 V/V
Second case, found D_it: 4.000e+11 /(cm2 eV)
Mesh spacings: 0.2, 0.1 nm
D_it shift on halving mesh: 0.00003 %
Rough capture cross section: 1e-15 cm2
Rough thermal velocity: 1e+07 cm/s
Surface hole density: 1.21e+13 /cm3
Trap time constant: 8.29 us
D_it error, C_s from 1 MHz: -3.2 %
D_it error, C_s from 10 kHz: -93.8 %
U-shape energy E0: 0.15 eV
Thermal-average excess: 5.1 %
D_it error, doping 10% too high: -3.3 %
Neutral acceptors in bulk: 7.3 %
C_s shift, partial ionization: 0.02 %
Potential fluctuation, rough: 18 mV
C_s shift from fluctuation: 0.29 %
Degeneracy ratio p/N_v: 0.0034
Oxide field: 0.081 MV/cm
Tunnelling current bound: 7e-23 A/cm2
Sweep rate: 0.05 V/s
Displacement current: 1.25e-08 A/cm2
```
